# Carrier Cooling by One Optical Phonon Energy: The Temperature Factor

## Form fixed by equilibrium

Carriers at temperature \(T_e\) exchange quanta of one energy \(\hbar\omega\) with phonons of mean occupation \(N\). The algebra uses atomic units, \(\hbar=e=m_e=4\pi\varepsilon_0=1\), and temperatures are energies, \(k_B=1\). Define

\[
x_e=\frac{\omega}{T_e},\qquad x_L=\frac{\omega}{T_L},\qquad N(T)=\frac{1}{e^{\omega/T}-1},
\tag{1}
\]

with \(T_L\) the lattice temperature. In ordinary units \(x_e=\hbar\omega/k_BT_e\).

The power lost per carrier is the quantum \(\omega\) times a net rate. To lowest order in the coupling, emission is proportional to \(N+1\) and absorption to \(N\), so

\[
P=\omega\,[(N+1)a-Nb],
\tag{2}
\]

where the rates \(a\) and \(b\) depend on the carriers but not on \(N\). If the phonons are also at \(T_e\), the whole system is in equilibrium and \(P\) must vanish. Hence

\[
\frac{a}{b}=\frac{N(T_e)}{N(T_e)+1}=e^{-x_e},
\tag{3}
\]

because (1) gives \(N(T)+1=e^{\omega/T}N(T)\). Since \(a\) and \(b\) do not depend on \(N\), this ratio also holds when the phonons are not at \(T_e\). Writing \(A\) for \(b\),

\[
P=\omega A\,[(N+1)e^{-x_e}-N].
\tag{4}
\]

Now let the phonons be in equilibrium at \(T_L\), with \(N_L=N(T_L)=(N_L+1)e^{-x_L}\). Then

\[
P=\omega A(T_e)\,(N_L+1)\left(e^{-x_e}-e^{-x_L}\right).
\tag{5}
\]

The loss is positive for \(T_e>T_L\) and negative for \(T_e<T_L\).

The difference of exponentials is not the whole temperature dependence. At fixed \(T_L\), \(P\) is strictly proportional to it as \(T_e\) varies only if \(A\) is constant. If \(T_L\) varies, the factor \(N_L+1\) must be kept. An equivalent form shows this dependence directly. Since \(e^{-x_e}=N(T_e)(1-e^{-x_e})\), the bracket in (4) becomes

\[
e^{-x_e}-N_L(1-e^{-x_e})=(1-e^{-x_e})\,[N(T_e)-N_L].
\tag{6}
\]

At fixed \(T_e\) the power is therefore linear in \(N_L\).

## Microscopic balance

The golden rule identifies \(A\). Consider two carrier states \(k\) and \(k'\) with \(E_{k'}=E_k+\omega\). The upward transition absorbs a phonon and the downward one emits it. The interaction is Hermitian, so both have the same squared matrix element \(|M_{kk'}|^2\). Let

\[
W_{kk'}=2\pi|M_{kk'}|^2\,\delta(E_{k'}-E_k-\omega).
\tag{7}
\]

For nondegenerate carriers the occupations satisfy \(f\ll1\), and final states may be taken as empty. The loss per carrier is

\[
P=\omega\,\frac{\sum_{kk'}W_{kk'}[(N+1)f_{k'}-Nf_k]}{\sum_k f_k}.
\tag{8}
\]

A Maxwell-Boltzmann distribution, \(f_k\propto e^{-E_k/T_e}\), gives \(f_{k'}=e^{-x_e}f_k\) wherever the delta function is nonzero. Equation (8) then reduces to (4), with

\[
A=\frac{\sum_k R_kf_k}{\sum_k f_k},\qquad R_k=\sum_{k'}W_{kk'}.
\tag{9}
\]

Thus \(A\) is the thermal mean of the absorption rate per unit phonon occupation. The carrier density cancels from it.

Two limits show the content of (5). For a cold lattice, \(x_L\to\infty\), there is nothing to absorb and \(P\to\omega Ae^{-x_e}\): only carriers above the emission threshold lose energy. When both temperatures are large compared with \(\omega\), \(N_L+1\simeq T_L/\omega\) and \(e^{-x_e}-e^{-x_L}\simeq\omega(1/T_L-1/T_e)\), so

\[
P\simeq\omega A\left(1-\frac{T_L}{T_e}\right).
\tag{10}
\]

## The prefactor for polar coupling

Take a three-dimensional parabolic band, \(E=k^2/2m\), and unscreened polar coupling in volume \(V\),

\[
|M_q|^2=\frac{2\pi\omega\kappa}{Vq^2},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\tag{11}
\]

Here \(\varepsilon_\infty\) and \(\varepsilon_0\) are the high-frequency and static relative permittivities. Replace the sum over \(\mathbf q=\mathbf k'-\mathbf k\) by \(V/(2\pi)^3\int d^3q\), and let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). The numerical factors combine to \(2\pi\cdot2\pi\omega\kappa\cdot2\pi/(2\pi)^3=\omega\kappa\), and the \(q^2\) of the volume element cancels the \(1/q^2\) of the coupling:

\[
R=\omega\kappa\int dq\int_{-1}^{1}dc\;\delta\!\left(\frac{kqc}{m}+\frac{q^2}{2m}-\omega\right).
\tag{12}
\]

The integral over \(c\) gives \(m/(kq)\) when the argument has a zero in range. This requires \(k'-k\le q\le k'+k\), where \(k'=\sqrt{k^2+2m\omega}\). Therefore

\[
R=\omega\kappa\,\frac mk\,\ln\frac{k'+k}{k'-k}.
\tag{13}
\]

Since \(k'^2-k^2=2m\omega\), the ratio in the logarithm equals \((k'+k)^2/(2m\omega)\). With \(s=E/\omega\), its square root is \(\sqrt{1+s}+\sqrt s=\exp(\operatorname{arsinh}\sqrt s)\). The logarithm is thus \(2\operatorname{arsinh}\sqrt s\). Using \(k=\sqrt{2mE}\) and the dimensionless coupling \(\alpha=\kappa\sqrt{m/2\omega}\),

\[
R(E)=2\alpha\omega\,\frac{\operatorname{arsinh}\sqrt s}{\sqrt s}.
\tag{14}
\]

The density of states is proportional to \(\sqrt E\), and \(\int_0^\infty\sqrt E\,e^{-E/T_e}dE=\sqrt\pi\,T_e^{3/2}/2\). In the average (9) the \(\sqrt s\) of the density of states cancels the one in (14):

\[
A=\frac{4\alpha\omega}{\sqrt\pi}\,x_e^{3/2}\int_0^\infty \operatorname{arsinh}(\sqrt s)\,e^{-x_es}\,ds.
\tag{15}
\]

Integrate by parts. The boundary terms vanish, and the derivative of \(\operatorname{arsinh}\sqrt s\) is \(1/[2\sqrt{s(1+s)}]\), so the integral equals

\[
\frac1{2x_e}\int_0^\infty\frac{e^{-x_es}}{\sqrt{s(1+s)}}\,ds .
\tag{16}
\]

Substitute \(s=(\cosh t-1)/2\). Then \(\sqrt{s(1+s)}=\tfrac12\sinh t\) and \(ds=\tfrac12\sinh t\,dt\), which leaves

\[
\frac{e^{x_e/2}}{2x_e}\int_0^\infty e^{-(x_e/2)\cosh t}\,dt=\frac{e^{x_e/2}}{2x_e}K_0(x_e/2),
\tag{17}
\]

by the integral representation of the modified Bessel function \(K_0\). The result is

\[
A=\frac{2\alpha\omega}{\sqrt\pi}\,\sqrt{x_e}\,e^{x_e/2}K_0(x_e/2).
\tag{18}
\]

For cold carriers \(K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}\), and \(A\to2\alpha\omega\), the value of (14) at \(E=0\). For hot carriers \(K_0(z)\simeq-\ln(z/2)-\gamma\), with \(\gamma\) Euler's constant, and \(A\) tends to zero as \(\sqrt{x_e}\ln(1/x_e)\). The bracket in (4) stays bounded, so at fixed \(T_L\) the power also tends to zero for \(T_e\to\infty\). As \(P\) vanishes at \(T_e=T_L\) and is positive above it, it must pass through a maximum, although the difference of exponentials keeps rising. This conclusion rests on the band staying parabolic at all energies.

## Other bands

If the matrix element does not depend on momentum, \(R(E)\) is proportional to the density of states at the final energy \(E+\omega\). Let \(\Gamma=R(0)\).

In a two-dimensional parabolic band the density of states is constant. Then \(R=\Gamma\), \(A=\Gamma\), and at fixed \(T_L\) the proportionality to the difference of exponentials is strict.

In three dimensions \(R=\Gamma\sqrt{1+s}\), and the average is

\[
A=\frac{2\Gamma}{\sqrt\pi}x_e^{3/2}\int_0^\infty\sqrt{s(1+s)}\,e^{-x_es}ds
=\Gamma\sqrt{\frac{x_e}{\pi}}\,e^{x_e/2}K_1(x_e/2).
\tag{19}
\]

The substitution used for (17) turns the integral into \(\tfrac14e^{x_e/2}\int_0^\infty\sinh^2t\,e^{-(x_e/2)\cosh t}dt\), and \(K_1(z)=z\int_0^\infty\sinh^2t\,e^{-z\cosh t}dt\) completes the step.

Consider a single linear band in two dimensions. Graphene has two such bands that touch, and the transitions between them are left out here. The density of states is proportional to \(E\). Then \(R=\Gamma(1+E/\omega)\), and the weight \(Ee^{-E/T_e}\) gives a mean energy \(2T_e\). Hence

\[
A=\Gamma\left(1+\frac2{x_e}\right).
\tag{20}
\]

For \(\omega=0.036\) eV, raising \(T_e\) from 0.030 to 0.100 eV changes \(A/\Gamma\) from 1.47 to 2.17 in (19) and from 2.67 to 6.56 in (20). For a cold lattice, where \(P\to\omega Ae^{-x_e}\), the exponential grows by a factor 2.32 over this range and the linear-band prefactor by 2.46, so the two matter about equally. For a lattice at 0.025 eV the difference of exponentials grows by about 7.2 and dominates.

## A numerical case

Take round model parameters: \(\omega=0.036\) eV, \(m=0.07\), \(\varepsilon_\infty=11\), \(\varepsilon_0=13\) and \(T_L=0.025\) eV. Then \(\kappa=1/11-1/13=0.01399\), and with \(\omega\) converted to atomic units \(\alpha=0.0719\). The lattice has \(x_L=1.44\), \(e^{-x_L}=0.2369\) and \(N_L=0.3105\).

For carriers at \(T_e=0.050\) eV, \(x_e=0.72\) and \(e^{-x_e}=0.4868\), so the difference of exponentials is 0.2498. Equation (18) gives \(A=6.520\) ps\(^{-1}\). Equation (5) becomes

\[
P=0.036\times6.520\times1.3105\times0.2498\ \text{eV/ps}=0.0768\ \text{eV/ps},
\tag{21}
\]

or \(1.23\times10^{-8}\) W per carrier. The two temperatures correspond to about 580 K and 290 K.

Other carrier temperatures give:

| \(T_e\) (eV) | \(e^{-x_e}-e^{-x_L}\) | \(A\) (ps\(^{-1}\)) | \(P\) (eV/ps) |
|---|---|---|---|
| 0.020 | −0.0716 | 7.131 | −0.0241 |
| 0.030 | 0.0643 | 6.890 | 0.0209 |
| 0.050 | 0.2498 | 6.520 | 0.0768 |
| 0.100 | 0.4607 | 5.912 | 0.1285 |

In the first row the carriers are colder than the lattice and gain energy. From 0.050 to 0.100 eV the difference of exponentials grows by a factor 1.84, but the power grows by 1.67, because \(A\) falls by 9%. Over this range the exponentials dominate. The maximum of \(P\) lies near \(T_e=0.24\) eV, about 2800 K, where a single parabolic valley no longer describes a light-mass semiconductor. For a band \(E(1+\beta E)=k^2/2m\) with \(\beta=0.61\) eV\(^{-1}\), \(P\) is 5 to 11% larger at 0.100 eV and keeps rising up to 2 eV, with no maximum. At 0.100 eV about 11% of the carriers also lie above 0.3 eV, where higher valleys can take part.

## Relaxation near equilibrium

For \(T_e\) close to \(T_L\), expand (5) to first order. The derivative of \(e^{-\omega/T_e}\) is \((\omega/T_e^2)e^{-x_e}\). The derivative of \(A\) does not contribute, because it multiplies a difference that vanishes at \(T_e=T_L\). Using \((N_L+1)e^{-x_L}=N_L\),

\[
P\simeq x_L^2N_LA(T_L)\,(T_e-T_L).
\tag{22}
\]

In three dimensions a nondegenerate parabolic band holds energy \(\tfrac32T_e\) per carrier. If the carriers stay thermal and the lattice temperature is fixed, \(\tfrac32\,dT_e/dt=-P\), and the difference \(T_e-T_L\) decays exponentially at the rate

\[
\frac1\tau=\frac23\,x_L^2N_LA(T_L).
\tag{23}
\]

With \(A(T_L)=7.004\) ps\(^{-1}\), this is \(\tfrac23\times1.44^2\times0.3105\times7.004=3.01\) ps\(^{-1}\), so \(\tau=0.333\) ps. The carriers stay thermal only if they scatter off each other faster than this, which needs enough density: a Coulomb collision estimate at \(T_e=0.050\) eV gives about 3 ps at \(10^{-8}\) Å\(^{-3}\) and 0.5 ps at \(10^{-7}\) Å\(^{-3}\). With phonon scattering alone, carriers move only in steps of \(\omega\) and the decay is not a single exponential. Starting 5% above \(T_L\), 12% of the excess energy remains after 1 ps instead of 5%, and about 4% is not removed at all.

## What nondegeneracy does

At higher density final states may be occupied. Emission then carries \(f_{k'}(1-f_k)\) and absorption \(f_k(1-f_{k'})\). A Fermi-Dirac distribution with chemical potential \(\mu\) obeys \(f/(1-f)=e^{(\mu-E)/T_e}\). Dividing this relation at \(E_{k'}\) by the same relation at \(E_k\) gives

\[
f_{k'}(1-f_k)=e^{-x_e}f_k(1-f_{k'}).
\tag{24}
\]

Equation (5) therefore survives with \(A\) replaced by

\[
A_F=\frac{\sum_{kk'}W_{kk'}f_k(1-f_{k'})}{\sum_kf_k}.
\tag{25}
\]

The temperature factor does not need nondegeneracy. For unscreened coupling, what nondegeneracy provides is a prefactor per carrier that is independent of density.

The density scale is \(N_c=2(mT_e/2\pi)^{3/2}\), which is \(1.25\times10^{-6}\) Å\(^{-3}\) at \(T_e=0.050\) eV. Fixing \(\mu\) by the density and integrating (25) by Gauss-Legendre quadrature gives \(A_F/A=0.998\) at \(10^{-8}\) Å\(^{-3}\) and 0.848 at \(10^{-6}\) Å\(^{-3}\). These ratios contain Pauli blocking only. Screening, which is left out here, can matter more: a static-screening estimate lowers the ratio to 0.98, 0.84 and 0.42 at \(10^{-8}\), \(10^{-7}\) and \(10^{-6}\) Å\(^{-3}\). At \(10^{-6}\) Å\(^{-3}\) the plasma energy, about 42 meV, is comparable to \(\omega\), so plasmon and phonon mix and neither the bare nor the statically screened coupling is reliable.

Equation (24) uses only energies, so it also covers transitions between two bands that share \(T_e\) and \(\mu\). If the upper and lower bands have separate chemical potentials \(\mu_c\) and \(\mu_v\), as can happen briefly in photoexcited graphene, the same division gives \(e^{-(\omega-\mu_c+\mu_v)/T_e}\) in place of \(e^{-x_e}\) for interband transitions. Their contribution then no longer vanishes at \(T_e=T_L\).

## Where the law fails

**Phonons out of equilibrium.** If emitted phonons accumulate, \(N\) exceeds \(N_L\) and (5) no longer applies. Equation (4) still does, provided all modes that take part share the same \(N\). Polar emission depends on \(q\), so accumulation is generally uneven, and the balance must then be summed mode by mode. As an example with a common occupation, for \(T_e=0.050\) eV and \(N=0.6\),

\[
P=0.036\times6.520\,(1.6\times0.4868-0.6)\ \text{eV/ps}=0.0420\ \text{eV/ps},
\tag{26}
\]

which is 45% below (21). Cooling stops at \(N=N(T_e)=0.948\), whatever the temperature of the rest of the lattice.

**Carriers without a single temperature.** Let half the carriers be Maxwellian at 0.025 eV and half at 0.075 eV, with the lattice at 0.050 eV. The mean kinetic energy is that of a gas at 0.050 eV, and inserting this temperature in (5) predicts zero power. Integrating (8) numerically for the mixture gives \(-0.0328\) eV/ps: the carriers gain energy.

The sign follows from two properties. First, the second derivative of \(e^{-\omega/T}\) with respect to \(T\) is \(e^{-\omega/T}(\omega^2/T^4-2\omega/T^3)\), which is negative for \(T>\omega/2=0.018\) eV. The function is concave between the two temperatures, so the cold half lies further below the lattice value than the hot half lies above it. Second, (14) decreases with energy, so \(A\) is larger for the cold half. Both properties favour absorption. Equal mean energies do not imply equal energy exchange; the derivation of (5) from (8) uses the ratio \(f_{k'}/f_k=e^{-x_e}\) at every energy that takes part, and the mixture does not have it.

All numerical values are calculated from the stated model.
